\section*{Stark–Garton Electromechanical Collapse of a Soft Dielectric Film}

\section{Definitions, conventions and the result}

A dielectric film of initial thickness $d_0$ fills the space between two parallel electrodes held at a voltage $V$ by an external source. Its actual thickness is $d$. Define
\begin{equation}
\lambda=\frac{d}{d_0},\qquad E_0=\frac{V}{d_0},\qquad E=\frac{V}{d}=\frac{E_0}{\lambda}.
\end{equation}
The nominal field $E_0$ is computed from the initial thickness; the true field $E$ acts in the thinned film. Pressures that compress the film are counted positive, and $\varepsilon$ is the absolute permittivity.

The model rests on these assumptions:
\begin{itemize}
\item The film thins uniformly and its area stays fixed. Edge fields are neglected.
\item The permittivity does not change with thickness.
\item The voltage rises slowly enough that inertia does not carry the film past an equilibrium.
\item A small thickness change $\delta d<0$ raises the resisting pressure by $-Y\,\delta d/d$, where $Y$ is a constant modulus for thinning at fixed area.
\end{itemize}
Because the increment is divided by the current thickness, the accumulated pressure is logarithmic:
\begin{equation}
p_{\rm m}=-Y\int_{d_0}^{d}\frac{dx}{x}=Y\ln\frac{d_0}{d}=-Y\ln\lambda .
\label{eq:hencky}
\end{equation}

The result to be derived is that stable equilibrium is lost at
\begin{equation}
\lambda_c=e^{-1/2}\simeq0.607,\qquad
E_{0,c}=e^{-1/2}\sqrt{\frac{Y}{\varepsilon}},\qquad
V_c=d_0E_{0,c}.
\label{eq:result}
\end{equation}

The modulus in this result needs care. Compressing a solid at fixed area generally requires sideways stress, and $Y$ equals Young's modulus only if thinning causes no tendency to spread sideways, that is, for zero Poisson ratio. A rubber is nearly incompressible and does not meet this condition. Its case is treated separately below, because it changes the numerical coefficient.

\section{First derivation: balance of pressures}

\subsection{The electric pressure}

The force at a given instant depends on the charge and geometry, not on whether the source is connected. It can therefore be found by imagining the source disconnected, so that the charge per area $q=\varepsilon V/d$ is fixed. The field energy per area is then
\begin{equation}
U_q=\frac{q^2}{2(\varepsilon/d)}=\frac{q^2d}{2\varepsilon}.
\end{equation}
No electrical work enters during a small displacement. The energy increases with $d$, so the electrodes attract with pressure
\begin{equation}
p_{\rm e}=\frac{dU_q}{dd}=\frac{q^2}{2\varepsilon}
=\frac{1}{2\varepsilon}\left(\frac{\varepsilon V}{d}\right)^2
=\frac{\varepsilon V^2}{2d^2}
=\frac{\varepsilon E_0^2}{2\lambda^2}.
\label{eq:pressure}
\end{equation}
The factor $1/2$ belongs to fixed area and constant permittivity. At fixed voltage the pressure grows as $1/d^2$: thinning strengthens the load that causes it.

\subsection{When the two pressures can balance}

The net closing pressure is
\begin{equation}
p_{\rm e}-p_{\rm m}
=\frac{\varepsilon E_0^2}{2\lambda^2}+Y\ln\lambda
=\frac{Y}{\lambda^2}\left[b-f(\lambda)\right],
\label{eq:net}
\end{equation}
with
\begin{equation}
b=\frac{\varepsilon E_0^2}{2Y},\qquad f(\lambda)=-\lambda^2\ln\lambda .
\end{equation}
Since $Y/\lambda^2>0$, the sign of the bracket decides whether the film thins or recovers. Equilibrium requires $f(\lambda)=b$.

The function $f$ vanishes at $\lambda=1$ and as $\lambda\to0$. Between these ends,
\begin{equation}
f'(\lambda)=-2\lambda\ln\lambda-\lambda^2\frac1\lambda
=-\lambda(1+2\ln\lambda).
\end{equation}
This is positive for $\lambda<e^{-1/2}$ and negative for $\lambda>e^{-1/2}$. Thus $f$ has a single maximum, at $\lambda_c=e^{-1/2}$, of height
\begin{equation}
f(\lambda_c)=-e^{-1}\left(-\frac12\right)=\frac{1}{2e}.
\end{equation}

For $0<b<1/(2e)$ there are two equilibria. Starting from $\lambda=1$, where $b>f=0$, the film thins until it meets the one with larger $\lambda$. If it is pushed slightly thinner there, $f$ exceeds $b$ and the film recovers; if it is slightly thicker, $b$ exceeds $f$ and it thins back. This equilibrium is stable. At the other equilibrium $f$ slopes the opposite way, and a small displacement grows.

For $b>1/(2e)$ the closing pressure exceeds the resistance at every thickness. The limit is therefore
\begin{equation}
\frac{\varepsilon E_{0,c}^2}{2Y}=\frac1{2e}
\quad\Longrightarrow\quad
E_{0,c}^2=\frac{Y}{e\varepsilon}
\quad\Longrightarrow\quad
E_{0,c}=e^{-1/2}\sqrt{\frac Y\varepsilon},
\end{equation}
which is Eq.~\eqref{eq:result}. The true field at that point is larger by $1/\lambda_c$:
\begin{equation}
E_c=\frac{E_{0,c}}{\lambda_c}=\sqrt{\frac Y\varepsilon}.
\end{equation}

\section{Second derivation: loss of an energy minimum}

\subsection{The energy at fixed voltage}

The second route keeps the source connected and asks when the total potential energy has a minimum. The elastic energy per initial volume is the work done against $p_{\rm m}$. With fixed area, a thickness change $d_0\,d\lambda$ changes the volume per initial volume by $d\lambda$, so
\begin{align}
w(\lambda)&=\int_\lambda^1(-Y\ln x)\,dx
=-Y\left[x\ln x-x\right]_\lambda^1\nonumber\\
&=Y\left(\lambda\ln\lambda-\lambda+1\right).
\end{align}

The electrical part must include the source. For capacitance per area $C=\varepsilon/d$, the field stores $CV^2/2$, while the source has supplied charge $CV$ at voltage $V$ and has lost energy $CV^2$. The sum is $-CV^2/2$. Division by $d_0$ converts energy per area to energy per initial volume:
\begin{equation}
-\frac{1}{d_0}\frac{\varepsilon V^2}{2d}
=-\frac{\varepsilon V^2}{2d_0^2\lambda}
=-\frac{\varepsilon E_0^2}{2\lambda}.
\end{equation}
The total is
\begin{equation}
\Pi(\lambda)=Y(\lambda\ln\lambda-\lambda+1)
-\frac{\varepsilon E_0^2}{2\lambda}.
\end{equation}

\subsection{The vanishing curvature}

Since $d(\lambda\ln\lambda)/d\lambda=\ln\lambda+1$, the first two derivatives are
\begin{equation}
\Pi'=Y\ln\lambda+\frac{\varepsilon E_0^2}{2\lambda^2},
\qquad
\Pi''=\frac Y\lambda-\frac{\varepsilon E_0^2}{\lambda^3}.
\end{equation}
At an equilibrium $\Pi'=0$, hence $\varepsilon E_0^2=-2Y\lambda^2\ln\lambda$. Substitution into the curvature gives
\begin{equation}
\Pi''=\frac Y\lambda+\frac{2Y\lambda^2\ln\lambda}{\lambda^3}
=\frac Y\lambda(1+2\ln\lambda).
\label{eq:curvature}
\end{equation}
An equilibrium is a minimum for $\lambda>e^{-1/2}$ and a maximum, hence a barrier, for $\lambda<e^{-1/2}$. The two merge where the curvature vanishes, at $\ln\lambda_c=-1/2$. The equilibrium condition then gives
\begin{equation}
\varepsilon E_{0,c}^2=-2Ye^{-1}\left(-\frac12\right)=\frac Ye,
\end{equation}
the same critical field as before.

\subsection{The approach to collapse}

Let $v=V/V_c$ and $\ln\lambda=-1/2+x$, so that $x$ measures the distance from collapse. Since $b=v^2/(2e)$, the equilibrium condition $b=-\lambda^2\ln\lambda$ becomes
\begin{equation}
\frac{v^2}{2e}=e^{-1+2x}\left(\frac12-x\right)
\quad\Longrightarrow\quad
v^2=e^{2x}(1-2x).
\end{equation}
For small $x$,
\begin{equation}
v^2=(1+2x+2x^2+\cdots)(1-2x)=1-2x^2+\cdots .
\end{equation}
Near collapse $1-v^2\simeq2(1-v)$, so $x\simeq\pm\sqrt{1-v}$ and, to leading order,
\begin{equation}
\lambda\simeq e^{-1/2}\left(1\pm\sqrt{1-V/V_c}\right).
\label{eq:root}
\end{equation}
The upper sign is the stable thickness and the lower sign the barrier. The slope $d\lambda/dV$ on the stable branch diverges as $V\to V_c$: a small voltage increase produces a disproportionately large thinning.

\section{What each derivation assumes}

Both derivations use uniform thinning, fixed area, constant permittivity, the logarithmic stress law and a source that maintains the voltage. They differ in what they require beyond this.

The pressure balance needs the resisting pressure only along the thinning path. It does not require that the mechanical work be recoverable. For a film that deforms irreversibly, a measured curve $p_{\rm m}(\lambda)$ for slow thinning can replace Eq.~\eqref{eq:hencky}, and the film thins abruptly when the voltage passes $d_0$ times the first local maximum of $\lambda\sqrt{2p_{\rm m}/\varepsilon}$ met on thinning from $\lambda=1$. If the curve hardens strongly, the jump can end at a thinner stable state. The recovery after a small displacement would then need separate treatment.

The energy argument requires a stored elastic energy that depends on the deformation alone. In return it gives the height of the barrier that separates the stable film from collapse, and it extends directly to a film whose area changes.

The role of the source is seen by isolating the charged film. At fixed $q$ the attraction $q^2/(2\varepsilon)$ does not depend on thickness, whereas $Y\ln(1/\lambda)$ rises steadily as the film thins. They balance at one thickness,
\begin{equation}
\lambda=\exp\left(-\frac{q^2}{2\varepsilon Y}\right),
\end{equation}
and the equilibrium is stable against uniform thinning. Uniform collapse thus requires charge to flow in as the film thins. If the electrodes can flex, the rest of an isolated film can supply charge to a thinning region. With bending and shear neglected, this uneven mode has the curvature of Eq.~\eqref{eq:curvature} and becomes unstable at the same $\lambda=e^{-1/2}$.

\section{A rubbery film that can spread}

\subsection{Incompressible film with compliant electrodes}

Let $Y$ now be Young's modulus of an incompressible film whose electrodes stretch freely with it. Constant volume gives $A=A_0/\lambda$, where $A_0$ is the initial area. The capacitance is
\begin{equation}
\frac{\varepsilon A}{d}=\frac{\varepsilon A_0}{d_0\lambda^2},
\end{equation}
and the electrical energy per volume is $-\varepsilon E_0^2/(2\lambda^2)$.

The elastic energy follows from a purely mechanical compression to the same shape, with true pressure $-Y\ln x$ at thickness fraction $x$. The area is $A_0/x$, so the work per volume is
\begin{equation}
w=\int_\lambda^1\frac{-Y\ln x}{x}\,dx=\frac Y2\ln^2\lambda .
\end{equation}
Setting the derivative of the total energy to zero gives
\begin{equation}
\frac{Y\ln\lambda}{\lambda}+\frac{\varepsilon E_0^2}{\lambda^3}=0
\quad\Longrightarrow\quad
\varepsilon E_0^2=-Y\lambda^2\ln\lambda=Yf(\lambda).
\end{equation}
The fixed-area condition was $\varepsilon E_0^2=2Yf(\lambda)$. The maximum of $f$ is unchanged, so collapse still occurs at $\lambda_c=e^{-1/2}$, but
\begin{equation}
E_{0,c}^{\rm free}=\sqrt{\frac{Y}{2e\varepsilon}}
=\frac{e^{-1/2}}{\sqrt2}\sqrt{\frac Y\varepsilon}
\simeq0.429\sqrt{\frac Y\varepsilon}.
\end{equation}
The growing area adds capacitance, which doubles the effective thinning pressure to $\varepsilon E^2$.

\subsection{Dependence on the elastic law}

The fraction $e^{-1/2}$ is a consequence of the logarithmic law. If the fixed-area pressure is instead $Y(1-\lambda)$, equilibrium reads $\varepsilon E_0^2=2Y\lambda^2(1-\lambda)$. Its maximum satisfies $2\lambda-3\lambda^2=0$, so $\lambda_c=2/3$ and $E_{0,c}=\sqrt{8/27}\,\sqrt{Y/\varepsilon}\simeq0.544\sqrt{Y/\varepsilon}$.

For a free incompressible neo-Hookean film, a common model of rubber, the energy is $(Y/6)(\lambda^2+2/\lambda-3)$. Equilibrium gives
\begin{equation}
\frac Y3\left(\lambda-\frac1{\lambda^2}\right)+\frac{\varepsilon E_0^2}{\lambda^3}=0
\quad\Longrightarrow\quad
\varepsilon E_0^2=\frac Y3(\lambda-\lambda^4).
\end{equation}
The maximum is at $4\lambda^3=1$, or $\lambda_c=0.630$, and the coefficient is $0.397$.

\section{Numbers for hot crosslinked polyethylene}

\subsection{The classical estimate}

Take $d_0=50\,\mu$m, relative permittivity $2.2$ and $Y=0.50$ MPa at 403 K. These are rough values for lightly crosslinked polyethylene above its melting range. With $\varepsilon=1.948\times10^{-11}$ F/m,
\begin{equation}
\sqrt{\frac Y\varepsilon}
=\sqrt{\frac{5.0\times10^5}{1.948\times10^{-11}}}\ {\rm V/m}
=1.60\ {\rm MV/cm}.
\end{equation}
The fixed-area formula gives a nominal field $0.607\times1.60=0.97$ MV/cm, a voltage of $4.86$ kV and a thickness of $30.3\,\mu$m at collapse. The electric pressure is $0.25$ MPa, equal to $Y/2$ because $\ln(1/\lambda_c)=1/2$.

As a numerical test, the stress increments were summed for these inputs and the work integrated to an energy curve. The field at which its barrier disappears was then located by bisection. The outcome was $\lambda_c=0.6065$ and a coefficient of $0.6065$, in agreement with Eq.~\eqref{eq:result}. The same curve gives the states below collapse:
\begin{center}
\begin{tabular}{cccc}
$V/V_c$ & stable $\lambda$ & barrier $\lambda$ & $E$ (MV/cm)\\
0.50 & 0.950 & below 0.2 & 0.51\\
0.80 & 0.849 & 0.323 & 0.92\\
0.95 & 0.736 & 0.467 & 1.25\\
0.99 & 0.666 & 0.545 & 1.44
\end{tabular}
\end{center}
Half the critical voltage thins the film by only 5\%. At $0.99V_c$, Eq.~\eqref{eq:root} predicts $0.607(1\pm0.1)$, or $0.667$ and $0.546$, close to the tabulated pair.

\subsection{Comparison with a real film}

For this rubbery material the classical estimate uses an unsuitable sideways condition. With compliant electrodes the free incompressible result is more appropriate: $0.69$ MV/cm, or $3.44$ kV, which is 29\% below the classical value. The neo-Hookean law lowers it further, to $0.64$ MV/cm. The modulus is itself rough and depends on the crosslinking; a factor of two in $Y$ changes the field by $\sqrt2$. If the modulus is proportional to absolute temperature, as for an ideal rubber, warming by 10 K raises the collapse field by 1.2\%.

Bonded metal electrodes change the situation much more. Two 30 nm layers of modulus 70 GPa have an in-plane stiffness $2\times70\,{\rm GPa}\times30\,{\rm nm}$, which is 168 times the film's $Yd_0$. While they remain intact and flat they strongly restrain spreading. In the limit of perfectly rigid electrodes the area is fixed, and thinning must compress the rubber in volume. With a rough bulk modulus of 1 GPa in place of $Y$ and the permittivity still held constant, the formal collapse field in this limit is 43.5 MV/cm, and at a true field of 2 MV/cm the film would thin by only about 0.04\%. Compression also raises the density and with it the permittivity, which adds to the electric pressure: a Clausius--Mossotti permittivity changes the two values to about 25 MV/cm and 0.07\%. The bulk modulus of a polymer, however, rises under pressure faster than the logarithmic law allows. For a pressure $(K/K')(\lambda^{-K'}-1)$, with bulk modulus $K$ and pressure derivative $K'>2$, the product $\lambda^2p_{\rm m}$ grows steadily on thinning and there is no collapse at constant permittivity. The small thinning is thus a fair order of magnitude, but the collapse field in this limit is only formal. The real layers stretch, and this matters more than the compression. At 2 MV/cm the nearly incompressible film loads them outward with a force per width of about $\varepsilon E^2d_0=39$ N/m. Against their stiffness of 4200 N/m this gives a stretch of somewhat less than 1\% in each in-plane direction, so the film thins by one to two percent. If the metal stayed elastic, such a film would therefore still be far from uniform collapse at the assumed hot electronic strength of 2 MV/cm introduced below. The same load, however, puts the 60 nm of metal under a stress of about 650 MPa, which many thin metal films cannot carry without yielding or cracking. Metal that yields at 300 MPa without hardening, for example, would begin to flow when $\varepsilon E^2d_0$ reaches 18 N/m, near 1.4 MV/cm. It then still carries its yield load but no longer resists further spreading with a growing force. With the logarithmic law and $n=(18\,{\rm N/m})/d_0=0.36$ MPa, equilibrium reads $\varepsilon E_0^2=\lambda^2(n-Y\ln\lambda)$. Its right side falls on thinning from $\lambda=1$ when $n>Y/2$, as here, so collapse follows yield at once. The elastic estimate is thus a limit for strong, intact electrodes; wrinkling is also left out.

\subsection{From collapse to electrical breakdown}

Mechanical collapse is not yet a discharge. If the source maintains the voltage, however, the true field rises as $1/\lambda$ during the runaway. For an assumed hot electronic strength $E_b=2.0$ MV/cm, the classical film reaches that strength at
\begin{equation}
\lambda=\frac{E_{0,c}}{E_b}=\frac{0.972}{2.0}=0.49,
\end{equation}
after stability has been lost at $0.607$. The mechanical instability comes first and electronic breakdown completes the failure.

The order can be reversed. On the stable fixed-area branch, $E^2=(2Y/\varepsilon)\ln(1/\lambda)$, which rises from zero to $Y/\varepsilon$ at collapse. Electronic breakdown therefore comes first if $E_b<\sqrt{Y/\varepsilon}$, and it occurs at
\begin{equation}
\lambda_b=\exp\left(-\frac{\varepsilon E_b^2}{2Y}\right),\qquad E_{0,b}=E_b\lambda_b .
\end{equation}
For the same polymer at room temperature, take the rough values $Y=200$ MPa and $E_b=6$ MV/cm, with the permittivity held fixed. With a constant modulus, the fixed-area formula puts collapse at a true field of 32 MV/cm. The solid polymer would yield before that. Plastic flow keeps the volume nearly constant, so the film must spread as it thins, and the effective thinning pressure is $\varepsilon E^2$, as for the free rubber film. If the polymer flows at 10 to 30 MPa and the electrodes do not restrain it, flow starts at about 7 to 12 MV/cm. This is still above $E_b$, though only slightly at the lower end. In the fixed-area model electronic breakdown intervenes at $\lambda_b=0.983$ and a nominal field of $5.9$ MV/cm. These fixed-area values take 200 MPa as the modulus for thinning at fixed area. If it is Young's modulus and the Poisson ratio is 0.40 to 0.46, the fixed-area modulus is about 430 to 930 MPa, the formal collapse field 47 to 69 MV/cm and $\lambda_b$ between 0.992 and 0.996. An incompressible film free to spread would have thinned by about 3.4\% at the same true field. In both cases the stiff film fails while it is still nearly undeformed.

Joule heating also warms the film. This softens a semicrystalline polymer and raises its conductivity, whereas an ideal rubber stiffens slightly. With conductivity $\sigma$, thermal conductivity $\kappa$ and both faces held at fixed temperature, the steady heat equation $\kappa T''=-\sigma E^2$ has a parabolic solution with midplane rise
\begin{equation}
\Delta T=\frac{\sigma E^2d^2}{8\kappa}.
\end{equation}
For the classical film at collapse, $\sigma=10^{-11}$ S/m and $\kappa=0.25$ W/(m\,K) give $\Delta T\simeq1.2\times10^{-4}$ K, which is negligible. This is only the rise above the faces. How warm the faces become depends on the cooling outside: if each side loses heat to air at 10 W/(m$^2$\,K), they settle at $\sigma E^2d/20\simeq0.4$ K above the air, with all quantities in SI units. With such weak cooling, a hundredfold increase of the conductivity at high field would already warm the film by tens of kelvin. Space charge, creep and local thin spots are also omitted, so the calculated fields describe a uniform film and are not guaranteed safe operating limits.

\section*{Computed results}
\begin{verbatim}
INPUTS (rough typical values, hot crosslinked polyethylene)
initial thickness: 50.0 um
relative permittivity: 2.20
permittivity: 1.9479e-11 F/m
Young modulus: 0.50 MPa
temperature: 403 K
rough hot electronic strength: 2.0 MV/cm
CLASSICAL FIXED-AREA COLLAPSE
thickness fraction, landscape: 0.60653
thickness fraction, formula: 0.60653
field coefficient, landscape: 0.606531
field coefficient, formula: 0.606531
nominal field: 0.9717 MV/cm
true field: 1.6021 MV/cm
voltage: 4.859 kV
thickness at collapse: 30.33 um
electric pressure: 0.2500 MPa
V/Vc, stable d/d0, barrier d/d0, true field in MV/cm
0.50  0.9504  <0.2  0.5113
0.80  0.8495  0.3226  0.9151
0.95  0.7361  0.4668  1.2541
0.99  0.6661  0.5450  1.4443
runaway reaches hot strength at d/d0: 0.4859
OTHER ELASTIC LAWS: d/d0, coefficient, nominal field in MV/cm
free incompressible, log law: 0.6065  0.4289  0.6871
fixed area, linear law: 0.6667  0.5443  0.8721
free neo-Hookean: 0.6300  0.3969  0.6358
free log-law film, voltage: 3.436 kV
free log-law film, true field: 1.1329 MV/cm
NEGLECTED EFFECTS
metal modulus: 70 GPa
metal thickness per electrode: 30 nm
metal/film in-plane stiffness ratio: 168
bulk modulus: 1.0 GPa
clamped-film formal collapse field: 43.5 MV/cm
clamped thinning at hot strength: 0.0390 %
collapse-field change for +10 K: 1.23 %
conductivity: 1.0e-11 S/m
heat conductivity: 0.25 W/(m K)
Joule temperature rise: 1.18e-04 K
COLD FILM (rough inputs)
cold modulus: 200 MPa
cold electronic strength: 6.0 MV/cm
cold true collapse field: 32.0 MV/cm
cold d/d0 at electronic breakdown: 0.9826
cold nominal breakdown field: 5.896 MV/cm
\end{verbatim}
